# Electron counting statistics and the delocalization index for a Slater determinant

## Antisymmetry fixes the form

Let $\Psi$ be a normalized Slater determinant of $N$ orthonormal spin orbitals $\phi_i(x)$, where $x$ stands for position and spin, and $\int dx$ includes the spin sum. Let $A$ be a region of space with a sharp boundary. Its indicator $1_A(x)$ is 1 inside and 0 outside, and the number of electrons in it is $N_A=\sum_i 1_A(x_i)$. The probabilities $P(n)$ of finding $n$ electrons in $A$ are collected in the characteristic function

$$\chi(\lambda)=\langle e^{i\lambda N_A}\rangle=\sum_n P(n)\,z^n,\qquad z=e^{i\lambda}.$$

Since $1_A$ is 0 or 1, the exponential is a product of one-electron factors:

$$e^{i\lambda N_A}=\prod_i f(x_i),\qquad f(x)=1+(z-1)1_A(x).$$

This product turns $\Psi$ into the determinant built from the functions $f\phi_1,\dots,f\phi_N$. Thus $\chi$ is the overlap of $\Psi$ with that new determinant, and it has three properties. It is linear in each $f\phi_j$. It changes sign when two of them are exchanged. It ignores any part of $f\phi_j$ orthogonal to all occupied orbitals, because such a part integrates to zero against every $\phi_i$. What remains is an alternating multilinear function of $N$ vectors in an $N$-dimensional space, and up to a constant there is one such function, the determinant of their components. At $f=1$ the overlap is 1, which sets the constant. The components are

$$\int\phi_i^*f\phi_j\,dx=\delta_{ij}+(z-1)C_{ij},\qquad C_{ij}=\int_A\phi_i^*\phi_j\,dx,$$

so the answer must be

$$\boxed{\chi(\lambda)=\det\left[1+(e^{i\lambda}-1)C\right]}$$

A unitary mixing $U$ of the occupied orbitals changes $\Psi$ by a phase at most. It takes $C$ to $U^\dagger CU$, which leaves this determinant unchanged, as it should.

Two explicit derivations follow. Each is carried through to the variance of $N_A$ and to the delocalization index, defined for two non-overlapping regions by

$$\delta(A,B)=-2\,\mathrm{Cov}(N_A,N_B)=2\left[\langle N_A\rangle\langle N_B\rangle-\langle N_AN_B\rangle\right].$$

It is positive when an electron more in $A$ tends to mean an electron fewer in $B$.

## First derivation: summing over permutations

Write $\Psi=(N!)^{-1/2}\sum_P\epsilon_P\prod_i\phi_{P(i)}(x_i)$, with $\epsilon_P=\pm1$ the sign of the permutation $P$. For any one-electron function $f$, the integrals over the $x_i$ separate:

$$\Big\langle\prod_i f(x_i)\Big\rangle=\frac1{N!}\sum_{P,Q}\epsilon_P\epsilon_Q\prod_iF_{P(i)Q(i)},\qquad F_{ij}=\int\phi_i^*f\phi_j\,dx.$$

Set $j=P(i)$ and $R=QP^{-1}$. Then $Q(i)=R(j)$ and $\epsilon_P\epsilon_Q=\epsilon_R$. For each fixed $P$, the sum over $Q$ is a sum over all $R$, and the summand no longer contains $P$. The sum over $P$ gives $N!$, which cancels the prefactor:

$$\Big\langle\prod_i f(x_i)\Big\rangle=\sum_R\epsilon_R\prod_jF_{jR(j)}=\det F.$$

With $f=1+(z-1)1_A$ this is the boxed formula.

**Several regions.** Let sharp atoms $A,B,\dots$ fill space without overlap, so that $\sum_AC_A=1$. Choose $f=\sum_Ae^{u_A}1_A$ with real parameters $u_A$. Each electron lies in one atom and contributes that atom's factor, hence

$$G(\{u\})=\ln\Big\langle e^{\sum_Au_AN_A}\Big\rangle=\ln\det F,\qquad F=\sum_Ae^{u_A}C_A.$$

The second derivatives of $G$ at $u=0$ are the variances and covariances. To first order $\det(1+\varepsilon Y)=1+\varepsilon\,\mathrm{Tr}\,Y$, so $d\ln\det F=\mathrm{Tr}(F^{-1}dF)$ and

$$\frac{\partial G}{\partial u_A}=\mathrm{Tr}\left(F^{-1}e^{u_A}C_A\right).$$

At $u=0$ we have $F=1$, and the mean is $\langle N_A\rangle=\mathrm{Tr}\,C_A$. For the next derivative use $dF^{-1}=-F^{-1}(dF)F^{-1}$. If $B\neq A$, only $F^{-1}$ depends on $u_B$. If $B=A$, the factor $e^{u_A}$ adds a second term. At $u=0$,

$$\mathrm{Cov}(N_A,N_B)=-\mathrm{Tr}(C_AC_B)\quad(B\ne A),\qquad \mathrm{Var}\,N_A=\mathrm{Tr}\,C_A-\mathrm{Tr}\,C_A^2.$$

The first of these gives $\delta(A,B)=2\,\mathrm{Tr}(C_AC_B)$. In the second, insert $1-C_A=\sum_{B\neq A}C_B$:

$$\boxed{\mathrm{Var}\,N_A=\mathrm{Tr}[C_A(1-C_A)]=\tfrac12\sum_{B\ne A}\delta(A,B)}$$

Rearranging, $\langle N_A\rangle=\mathrm{Tr}\,C_A^2+\tfrac12\sum_{B\neq A}\delta(A,B)$. The first term is called the localization index. The population of an atom is thus the localization index plus half of each index shared with another atom.

The index can also be read in space. With $\gamma(x,x')=\sum_i\phi_i(x)\phi_i^*(x')$,

$$\int_A\!dx\int_B\!dx'\,|\gamma(x,x')|^2=\sum_{ij}(C_A)_{ji}(C_B)_{ij}=\mathrm{Tr}(C_AC_B).$$

For a determinant, $|\gamma|^2$ is the amount by which exchange lowers the pair density below the product of the densities. The index is twice the part of this exchange depletion that links $A$ to $B$.

## Second derivation: splitting the orbitals

Now take one region $A$ and the rest of space. The matrix $C$ is Hermitian, and $v^\dagger Cv=\int_A|\sum_iv_i\phi_i|^2dx$ lies between 0 and 1 for a normalized vector $v$. Its eigenvalues $p_k$ therefore lie in $[0,1]$. Mix the occupied orbitals so that $C$ is diagonal, call the new orbitals $\psi_k$, and cut each at the boundary:

$$\psi_k=\sqrt{p_k}\,a_k+\sqrt{1-p_k}\,b_k,\qquad a_k=\frac{1_A\psi_k}{\sqrt{p_k}},\quad b_k=\frac{(1-1_A)\psi_k}{\sqrt{1-p_k}}.$$

If $p_k$ is 0 or 1, one piece is absent. Because $1_A^2=1_A$, the overlap of $a_k$ with $a_l$ is $p_k\delta_{kl}/\sqrt{p_kp_l}=\delta_{kl}$. The same holds for the $b_k$, whose overlap matrix before normalization is $1-C$. Every $a_k$ is orthogonal to every $b_l$, since they live in different places.

In terms of creation operators the state is

$$|\Psi\rangle=\prod_k\left(\sqrt{p_k}\,a_k^\dagger+\sqrt{1-p_k}\,b_k^\dagger\right)|0\rangle.$$

Multiplying out gives one term for each set $S$ of indices for which the piece in $A$ is chosen. Each term is a determinant of orthonormal orbitals. Different sets occupy different orbitals, so the terms are mutually orthogonal. Each term has a definite number of electrons in $A$, namely the number of members of $S$. The probability of $S$ is the squared amplitude,

$$P(S)=\prod_{k\in S}p_k\prod_{k\notin S}(1-p_k).$$

This is the law of $N$ independent yes/no trials with success probabilities $p_k$. Summing $z^{|S|}P(S)$ over all sets gives

$$\chi(\lambda)=\prod_k(1-p_k+p_kz)=\det[1+(z-1)C],$$

and the coefficient of $z^n$ in the product is $P(n)$.

The cumulants $\kappa_m$ of independent trials add. For one trial let $g(u)=\ln(1-p+pe^u)$ and $q(u)=g'(u)=pe^u/(1-p+pe^u)$. Differentiation gives $q'=q(1-q)$. Then $g''=q-q^2$, $g'''=(1-2q)q(1-q)$ and $g''''=(1-6q+6q^2)\,q(1-q)$. At $u=0$, where $q=p$, the sums over $k$ become traces:

$$\kappa_1=\mathrm{Tr}\,C,\qquad \kappa_2=\mathrm{Tr}(C-C^2),$$
$$\kappa_3=\mathrm{Tr}(C-3C^2+2C^3),\qquad \kappa_4=\mathrm{Tr}(C-7C^2+12C^3-6C^4).$$

The link to the delocalization index now comes from particle conservation. The electrons outside $A$ number $N-N_A$ with $N$ fixed, so

$$\sum_{B\ne A}\delta(A,B)=-2\,\mathrm{Cov}(N_A,N-N_A)=2\,\mathrm{Var}\,N_A=2\sum_kp_k(1-p_k).$$

An orbital $\psi_k$ confined to $A$ or absent from it contributes nothing to the variance. One split equally contributes the maximum, $\tfrac14$.

The opposite regime is a region so small that all $p_k\ll1$. Then $\ln\chi\approx(z-1)\,\mathrm{Tr}\,C$, which is the Poisson law with variance equal to the mean. The relative reduction of the variance is $\mathrm{Tr}\,C^2/\mathrm{Tr}\,C$, at most the largest $p_k$, so exclusion changes the variance little in such a region. It still shows in the rare events. When $\mathrm{Tr}\,C$ is small, $P(2)\approx\sum_{k<l}p_kp_l=\tfrac12[(\mathrm{Tr}\,C)^2-\mathrm{Tr}\,C^2]$. For same-spin electrons in a region of volume $V$ over which the orbitals are nearly constant, $C_{ij}\approx V\phi_i^*\phi_j$ has rank one. Then $\mathrm{Tr}\,C^2\approx(\mathrm{Tr}\,C)^2$, and $P(2)$ lies far below the Poisson value $\tfrac12(\mathrm{Tr}\,C)^2$.

## What each derivation assumes

Both need a single determinant of orthonormal orbitals. The first puts no restriction on $f$, so it handles many regions at once and also smooth functions. The second needs a sharp region, because the orthogonality of the pieces rests on $1_A^2=1_A$. It also treats one region against the rest: with three or more atoms the matrices $C_A$ need not commute, and then no single choice of orbitals diagonalizes them all. In return it shows what the determinant means, a set of independent trials.

**Three regions.** Take three same-spin electrons in orbitals $e^{2\pi ikx}$, $k=0,1,3$, on a ring of unit length, cut into regions of length 0.20, 0.35 and 0.45. The overlaps are elementary integrals of plane waves. They give $\delta(1,2)=0.310$, $\delta(1,3)=0.378$ and $\delta(2,3)=0.666$. The variance in region 1 is therefore $\tfrac12(0.310+0.378)=0.344$. Three independent electrons, each in region 1 with probability 0.20, would give $3(0.20)(0.80)=0.480$. The difference, 0.136, is $\sum_{i\ne j}|(C_1)_{ij}|^2$ in the plane-wave orbitals; it is what antisymmetrizing the product of these orbitals removes. The comparison depends on the orbitals chosen: an unsymmetrized product of the $\psi_k$ that diagonalize $C_1$ already has the variance 0.344.

**Smooth atoms.** Suppose an atom is defined by a weight $0\le w(x)\le1$, and let $M[g]_{ij}=\int\phi_i^*g\phi_j\,dx$. The first derivation with $f=e^{uw}$ gives $F=M[e^{uw}]$, and the second derivative of $\ln\det F$ at $u=0$ is

$$\mathrm{Var}\sum_iw(x_i)=\mathrm{Tr}\,M[w^2]-\mathrm{Tr}\,M[w]^2.$$

This is not $\mathrm{Tr}(M[w]-M[w]^2)$, because $w^2\ne w$. Now let each electron at $x$ be assigned to the atom at random with probability $w(x)$, independently of the others. Its factor is $f=1-w+zw$, and the count has the characteristic function $\det(1+(z-1)M[w])$. The determinant formula returns, with variance $\mathrm{Tr}(M[w]-M[w]^2)$. The excess over the variance of the weight sum is $\mathrm{Tr}\,M[w-w^2]=\int\rho\,w(1-w)\,dx$, with $\rho$ the electron density; it is the noise of the assignment.

For the ring orbitals and $w=\cos^2\pi x=\tfrac12+\tfrac12\cos2\pi x$, the matrix $M[w]$ has $\tfrac12$ on the diagonal and $\tfrac14$ between $k=0$ and $k=1$. Hence $\mathrm{Tr}\,M[w]^2=\tfrac34+\tfrac18=0.875$. The average of $w^2$ over the ring is $\tfrac38$, so $\mathrm{Tr}\,M[w^2]=1.125$. The weight sum has variance $1.125-0.875=0.250$, while random assignment gives $1.500-0.875=0.625$.

**Correlated states.** The relation $\mathrm{Var}\,N_A=\tfrac12\sum_{B\neq A}\delta(A,B)$, with $\delta$ defined by the covariance, used only the fixed total number in the second derivation. It holds for correlated states too. The determinant formula does not. Let orbital $a$ lie wholly in $A$ and $b$ wholly in $B$. The covalent singlet, with one electron in each, has $N_A=1$ with certainty, so its variance and index vanish. The determinant with both electrons in $(a+b)/\sqrt2$ has $p=\tfrac12$ for each spin, variance $2\cdot\tfrac14=\tfrac12$ and $\delta=1$. In the basis $a,b$ both states have a density matrix $\gamma$ with diagonal entries $\tfrac12$ for each spin, and hence the same mean populations. The off-diagonal entry is $\tfrac12$ for the determinant and 0 for the singlet. For a determinant the nonzero $p_k$ are the eigenvalues of $\gamma$ restricted to $A$, since $1_A\gamma1_A\,a_k=p_ka_k$. That restriction is $\tfrac12\,a(x)a^*(x')$ per spin in both states, so the formula would give $\chi=(\tfrac12+\tfrac12z)^2$ for both, whereas the singlet has $\chi=z$.

## The nitrogen molecule

In a closed shell each spatial orbital occurs with both spins. Let $s_A$ be the overlap matrix of the occupied spatial orbitals over $A$. Then $C_A$ consists of two blocks $s_A$, every trace doubles, and $\delta(A,B)=4\,\mathrm{Tr}(s_As_B)$.

For N$_2$ let $A$ and $B$ be the two halves of space on either side of the midplane. By symmetry the density gradient has no component normal to this plane, so the plane is a zero-flux surface of the density. Choose occupied orbitals that are even or odd under reflection in it, $n_e$ and $n_o$ in number, with $n_e\ge n_o$. Reflection takes $s_A$ into $s_B$, with a sign $+1$ for two orbitals of equal parity and $-1$ for opposite parity. Together with $s_A+s_B=1$ this makes the equal-parity blocks of $s_A$ equal to $\tfrac12$ times the unit matrix, and leaves the mixed block free:

$$s_A=\tfrac12(1+K),\qquad K=\begin{pmatrix}0&X\\X^\dagger&0\end{pmatrix}.$$

Let $\sigma_k$ be the $n_o$ singular values of $X$. The eigenvalues of $K$ are $\pm\sigma_k$ and $n_e-n_o$ further zeros, which belong to even combinations annihilated by $X^\dagger$. Since $s_B=1-s_A=\tfrac12(1-K)$ and $\mathrm{Tr}\,K^2=2\sum_k\sigma_k^2$,

$$\delta(A,B)=\mathrm{Tr}(1-K^2)=(n_e-n_o)+2\sum_k(1-\sigma_k^2).$$

The eigenvalues of $s_A$ lie in $[0,1]$, so $\sigma_k\le1$ and the last sum cannot be negative. In this symmetric closed-shell model the index is at least $n_e-n_o$. The bound does not involve the bond length. With the same occupation it persists when the molecule is pulled apart, where two separated neutral atoms have $\delta=0$, so it is a property of the restricted determinant and not of the real molecule.

The numbers come from a restricted Hartree–Fock calculation in the cc-pVTZ basis at a chosen bond length of 2.1 bohr. The overlaps were integrated by Gauss–Legendre quadrature in prolate spheroidal coordinates. Of the seven occupied orbitals, five are even and two are odd. Three eigenvalues of $s_A$ are therefore $\tfrac12$, and the other four are 0.00001, 0.00466, 0.99534 and 0.99999. The singular values are 0.99999 and 0.99068, so

$$\delta=(5-2)+2(1-0.99999^2)+2(1-0.99068^2)=3+0.037=3.037.$$

The three units come from the three unmatched even orbitals, and the small remainder from the incomplete localization of the matched pairs. The remainder depends on the basis. In cc-pVDZ and cc-pVQZ the eigenvalue 0.00466 becomes 0.00429 and 0.00481, and $\delta$ becomes 3.034 and 3.038, so the last digit of $\delta$, of the variance and of $\kappa_4$ below is specific to cc-pVTZ. The variance of the electron number on one atom is $\delta/2=1.519$, a standard deviation of 1.23 electrons about the mean of 7. The localization index is $7-1.519=5.481$. Fourteen independent electrons, each with probability $\tfrac12$ of being on either side, would have variance $14/4=3.5$.

Counting both spins, six trials are fair coins, four are almost certain to succeed and four almost certain to fail. The distribution should therefore be close to $4$ plus the number of heads in six tosses, which gives $P(7)=20/64=0.3125$ and $P(6)=P(8)=15/64=0.234$. The full product gives $P(7)=0.311$ and $P(6)=P(8)=0.234$. The small value $P(3)=0.00015$, which six coins alone would forbid, comes from the trials that are not quite certain. A fair coin has $\kappa_4=\tfrac12-\tfrac74+\tfrac{12}8-\tfrac6{16}=-\tfrac18$, so six give $-0.75$; the full value is $-0.732$. The negative sign marks tails lighter than those of a Gaussian.

These numbers describe the Hartree–Fock determinant. The restricted solution is stable at 2.1 bohr, but at 2.2 bohr it is already unstable to the breaking of spin symmetry. Electron correlation is left out, and the two-electron example shows that it can change the fluctuations even where the mean populations stay the same. For N$_2$ the change is large: a CASSCF calculation with six electrons in six orbitals in the cc-pVDZ basis keeps the mean at 7 and gives $\delta\approx1.9$ from the covariance, against 3.03 for the determinant in the same basis.
